**Scattering of massless Dirac carriers by scalar disorder**

The program tests the Born cross-section $d\sigma/d\theta=k|\tilde U(q)|^2\cos^2(\theta/2)/(2\pi\hbar^2v^2)$ and the short-range lifetime ratio $\tau_{tr}/\tau_q=2$. Here $k$ is the wave number, $\theta$ the scattering angle, $q=2k|\sin(\theta/2)|$, $\tilde U$ the Fourier transform of the potential, $v$ the carrier velocity, and $\tau_q$ and $\tau_{tr}$ the quantum and transport lifetimes. It asserts that the Born formula, prefactor included, agrees with the phase shifts of a weak disc, and that the lifetimes agree with a numerical solution of the Boltzmann equation. It also asserts that backscattering vanishes in the full $T$ matrix of a random scalar potential on a finite momentum grid, and that an added $\sigma_z$ potential restores it. Further assertions cover the ratios 2/3 and 1 for two other kinds of point disorder and the leading finite-range correction. For the example disc the output gives a ratio of 2.012 in Born approximation and 2.011 from phase shifts. For a strong short-range disc the total cross-section is 1.41 times its Born value, while the ratio remains 2.000.

## Numerical verification

```python
# Result under test: for H = hbar v sigma.k + U(r) (U scalar) the Born
# cross-section is k |U(q)|^2 cos^2(theta/2) / (2 pi hbar^2 v^2), it vanishes
# at theta = pi, and point-like disorder gives tau_tr / tau_q = 2.
# Symbols: k wave number, theta scattering angle, q = 2 k sin(theta/2),
# a disc radius, V0 disc potential, u0 = pi a^2 V0, n_i scatterer density,
# tau_q quantum lifetime, tau_tr transport lifetime.
# Units inside the program: eV, nm, ps.
import numpy as np
from scipy import constants as const
from scipy.special import jv, yv

velocity = 1.0e6 * 1e9 / 1e12                  # nm/ps
hbar = const.hbar / const.e * 1e12             # eV ps
hv = hbar * velocity                           # eV nm
energy, radius, depth, density = 0.1, 1.0, -0.1, 0.01
k_fermi = energy / hv

one = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)


def spinor(phi):
    """Positive-energy eigenvector found by diagonalization."""
    return np.linalg.eigh(np.cos(phi) * sx + np.sin(phi) * sy)[1][:, 1]


n_angle = 180
angles = 2 * np.pi * np.arange(n_angle) / n_angle
spinors = np.array([spinor(p) for p in angles])
theta_matrix = angles[:, None] - angles[None, :]


def overlap_squared(vertex):
    return np.abs(spinors.conj() @ vertex @ spinors.T) ** 2


scalar_overlap = overlap_squared(one)
assert np.allclose(scalar_overlap, np.cos(theta_matrix / 2) ** 2, atol=1e-12)
assert np.allclose(overlap_squared(sz), np.sin(theta_matrix / 2) ** 2,
                   atol=1e-12)


def disc_fourier(q, a, v0):
    """Fourier transform of a disc; 2 J1(y)/y = J0(y) + J2(y)."""
    return np.pi * a**2 * v0 * (jv(0, q * a) + jv(2, q * a))


def born_cross_section(theta, k, a, v0):
    q = 2 * k * np.abs(np.sin(theta / 2))
    return (k * disc_fourier(q, a, v0) ** 2 * np.cos(theta / 2) ** 2
            / (2 * np.pi * hv**2))


def boltzmann_lifetimes(k, a, v0, overlap):
    """Solve the discretized Boltzmann equation in a uniform field."""
    q = 2 * k * np.abs(np.sin(theta_matrix / 2))
    rate = (density * disc_fourier(q, a, v0) ** 2 * overlap * k
            / (2 * np.pi * hbar * hv) * 2 * np.pi / n_angle)
    out_rate = rate.sum(axis=1)
    collision = np.diag(out_rate) - rate
    drive = np.cos(angles)
    response = np.linalg.lstsq(collision, drive, rcond=1e-10)[0]
    tau_transport = 2 * np.mean(response * drive)
    assert np.allclose(response, tau_transport * drive,
                       atol=1e-7 * tau_transport)
    return 1 / out_rate[0], tau_transport


def phase_shifts(k, a, v0):
    """Match Dirac partial waves (J_m, i J_{m+1}) at the disc edge."""
    m = np.arange(-7, 7)
    inside, outside = (k - v0 / hv) * a, k * a
    upper, lower = jv(m, inside), jv(m + 1, inside)
    tangent = ((lower * jv(m, outside) - upper * jv(m + 1, outside))
               / (lower * yv(m, outside) - upper * yv(m + 1, outside)))
    return m, np.arctan(tangent)


def exact_cross_section(theta, k, a, v0):
    m, delta = phase_shifts(k, a, v0)
    waves = np.exp(1j * np.outer(np.atleast_1d(theta), m))
    amplitude = waves @ (np.exp(1j * delta) * np.sin(delta))
    return 2 / (np.pi * k) * np.abs(amplitude) ** 2


def exact_lifetimes(k, a, v0):
    section = exact_cross_section(angles, k, a, v0)
    step = 2 * np.pi / n_angle
    total = section.sum() * step
    transport = (section * (1 - np.cos(angles))).sum() * step
    return 1 / (density * velocity * total), 1 / (density * velocity * transport)


# Born cross-section, with prefactor, against exact phase shifts (weak disc)
for k_test in (k_fermi, 1.0):
    exact = exact_cross_section(angles, k_test, radius, -1e-5)
    born = born_cross_section(angles, k_test, radius, -1e-5)
    assert np.max(np.abs(exact - born)) < 5e-4 * born.max()
weak_exact = exact_lifetimes(k_fermi, radius, -1e-5)
weak_born = boltzmann_lifetimes(k_fermi, radius, -1e-5, scalar_overlap)
assert np.allclose(weak_exact, weak_born, rtol=5e-4)

# Pairing of phase shifts and zero backscattering for a strong disc
m_values, delta_strong = phase_shifts(1.0, radius, -2.0 * hv)
assert np.allclose(delta_strong, delta_strong[::-1], atol=1e-10)
strong_section = exact_cross_section(angles, 1.0, radius, -2.0 * hv)
assert strong_section[n_angle // 2] < 1e-12 * strong_section.max()

# All-order T matrix for a random potential with no spatial symmetry
rng = np.random.default_rng(4)
grid = [(i, j) for i in range(-3, 4) for j in range(-3, 4)]


def random_potential_matrix():
    fourier = np.fft.fft2(rng.normal(size=(16, 16))) / 256 * 8
    return np.array([[fourier[(p[0] - r[0]) % 16, (p[1] - r[1]) % 16]
                      for r in grid] for p in grid])


free = np.zeros((2 * len(grid), 2 * len(grid)), dtype=complex)
for index, (kx, ky) in enumerate(grid):
    free[2*index:2*index+2, 2*index:2*index+2] = kx * sx + ky * sy
green = np.linalg.inv((np.sqrt(5) + 0.3j) * np.eye(len(free)) - free)


def plane_state(kx, ky):
    state = np.zeros(len(free), dtype=complex)
    index = grid.index((kx, ky))
    state[2*index:2*index+2] = spinor(np.arctan2(ky, kx))
    return state


def t_matrix(potential):
    return potential @ np.linalg.inv(np.eye(len(free)) - green @ potential)


scalar_potential = np.kron(random_potential_matrix(), one)
mass_potential = np.kron(random_potential_matrix(), sz)
incoming, back, side = plane_state(1, 2), plane_state(-1, -2), plane_state(-2, 1)
t_scalar = t_matrix(scalar_potential)
t_mixed = t_matrix(scalar_potential + mass_potential)
t_back = abs(back.conj() @ t_scalar @ incoming)
t_side = abs(side.conj() @ t_scalar @ incoming)
beyond_born = abs(side.conj() @ (t_scalar - scalar_potential) @ incoming)
t_back_mixed = abs(back.conj() @ t_mixed @ incoming)
assert t_back < 1e-11
assert beyond_born > 1e-2 and t_back_mixed > 1e-3

# Point-like limit: closed lifetimes against the solved Boltzmann equation
u0 = np.pi * radius**2 * depth
tau_q_point = 2 * hbar * hv / (density * u0**2 * k_fermi)
tau_tr_point = 4 * hbar * hv / (density * u0**2 * k_fermi)
tiny = 1e-3
tiny_depth = u0 / (np.pi * tiny**2)
point = boltzmann_lifetimes(k_fermi, tiny, tiny_depth, scalar_overlap)
assert np.allclose(point, (tau_q_point, tau_tr_point), rtol=1e-6)
spinless_overlap = np.ones_like(scalar_overlap)
spinless = boltzmann_lifetimes(k_fermi, tiny, tiny_depth, spinless_overlap)
assert np.allclose((point[0] / spinless[0], point[1] / spinless[1]), (2, 4),
                   rtol=1e-6)


def ratio(pair):
    return pair[1] / pair[0]


mass_ratio = ratio(boltzmann_lifetimes(k_fermi, tiny, tiny_depth,
                                       overlap_squared(sz)))
component_ratio = ratio(boltzmann_lifetimes(k_fermi, tiny, tiny_depth,
                                            overlap_squared((one + sz) / 2)))
assert abs(mass_ratio - 2 / 3) < 1e-6 and abs(component_ratio - 1) < 1e-6

# Leading finite-range correction of the ratio: k^2 a^2 / 2
small_ka = 0.05
excess = ratio(boltzmann_lifetimes(small_ka, 1.0, depth, scalar_overlap)) - 2
assert abs(excess / (small_ka**2 / 2) - 1) < 0.01

# Strong but short-range disc: ratio stays 2 although Born magnitude fails
strong_exact = exact_lifetimes(0.01, 1.0, -hv)
strong_born = boltzmann_lifetimes(0.01, 1.0, -hv, scalar_overlap)
strong_factor = strong_born[0] / strong_exact[0]
assert abs(ratio(strong_exact) - 2) < 1e-3 and strong_factor > 1.2

born_pair = boltzmann_lifetimes(k_fermi, radius, depth, scalar_overlap)
exact_pair = exact_lifetimes(k_fermi, radius, depth)
mean_free_path = velocity * born_pair[1]
assert k_fermi * mean_free_path > 100

print(f"velocity v = {velocity * 1e3:.3e} m/s")
print(f"energy E = {energy:.3f} eV")
print(f"hbar v = {hv:.5f} eV nm")
print(f"wave number k = {k_fermi:.5f} 1/nm")
print(f"disc radius a = {radius:.2f} nm, ka = {k_fermi * radius:.5f}")
print(f"disc potential V0 = {depth:.3f} eV")
print(f"integrated potential u0 = {u0:.5f} eV nm^2")
print(f"scatterer density n_i = {density:.3f} 1/nm^2")
print("angle (deg), overlap squared, Born and exact dsigma/dtheta (1e-3 nm):")
for degrees in (0, 60, 90, 120, 180):
    th = np.radians(degrees)
    b = born_cross_section(th, k_fermi, radius, depth) * 1e3
    e = exact_cross_section(th, k_fermi, radius, depth)[0] * 1e3
    o = abs(np.vdot(spinor(th), spinor(0.0))) ** 2
    print(f"  {degrees:3d}  {o:.4f}  {b:.4f}  {e:.4f}")
print(f"point limit: tau_q = {tau_q_point:.4f} ps, tau_tr = {tau_tr_point:.4f} ps")
print(f"point limit, Boltzmann solution: tau_tr/tau_q = {ratio(point):.6f}")
print(f"spinless point limit: tau_q = {spinless[0]:.4f} ps, "
      f"tau_tr = {spinless[1]:.4f} ps")
print(f"disc, Born: tau_q = {born_pair[0]:.4f} ps, tau_tr = {born_pair[1]:.4f} ps")
print(f"disc, Born: tau_tr/tau_q = {ratio(born_pair):.5f}")
print(f"2 + (ka)^2/2 = {2 + (k_fermi * radius)**2 / 2:.5f}")
print(f"disc, exact phase shifts: tau_q = {exact_pair[0]:.4f} ps, "
      f"tau_tr = {exact_pair[1]:.4f} ps")
print(f"disc, exact phase shifts: tau_tr/tau_q = {ratio(exact_pair):.5f}")
print(f"transport mean free path (disc, Born) = {mean_free_path:.1f} nm")
print(f"k times mean free path = {k_fermi * mean_free_path:.1f}")
print(f"ratio for sigma_z point disorder = {mass_ratio:.5f}")
print(f"ratio for one-component point disorder, one cone = {component_ratio:.5f}")
print("Born ratio against range: ka, Dirac scalar disorder, spinless:")
for ka in (0.1, 1.0, 3.0):
    dirac = ratio(boltzmann_lifetimes(ka, 1.0, depth, scalar_overlap))
    plain = ratio(boltzmann_lifetimes(ka, 1.0, depth, spinless_overlap))
    print(f"  {ka:.1f}  {dirac:.4f}  {plain:.4f}")
print("strong disc: ka = 0.01, V0 a/(hbar v) = -1")
print(f"  exact/Born total cross-section = {strong_factor:.4f}")
print(f"  exact tau_tr/tau_q = {ratio(strong_exact):.5f}")
print("random potential, all orders, |T| in units of the grid energy:")
print(f"  scalar: backward below 1e-11: {t_back < 1e-11}, sideways {t_side:.4f}")
print(f"  sideways part beyond Born = {beyond_born:.4f}")
print(f"  with sigma_z part added: backward {t_back_mixed:.4f}")
print("finished without a failed check")
```

Printed output:

```
velocity v = 1.000e+06 m/s
energy E = 0.100 eV
hbar v = 0.65821 eV nm
wave number k = 0.15193 1/nm
disc radius a = 1.00 nm, ka = 0.15193
disc potential V0 = -0.100 eV
integrated potential u0 = -0.31416 eV nm^2
scatterer density n_i = 0.010 1/nm^2
angle (deg), overlap squared, Born and exact dsigma/dtheta (1e-3 nm):
    0  1.0000  5.5084  5.9066
   60  0.7500  4.1075  4.4052
   90  0.5000  2.7225  2.9203
  120  0.2500  1.3534  1.4520
  180  0.0000  0.0000  0.0000
point limit: tau_q = 5.7787 ps, tau_tr = 11.5573 ps
point limit, Boltzmann solution: tau_tr/tau_q = 2.000000
spinless point limit: tau_q = 2.8893 ps, tau_tr = 2.8893 ps
disc, Born: tau_q = 5.8120 ps, tau_tr = 11.6915 ps
disc, Born: tau_tr/tau_q = 2.01159
2 + (ka)^2/2 = 2.01154
disc, exact phase shifts: tau_q = 5.4193 ps, tau_tr = 10.8996 ps
disc, exact phase shifts: tau_tr/tau_q = 2.01127
transport mean free path (disc, Born) = 11691.5 nm
k times mean free path = 1776.2
ratio for sigma_z point disorder = 0.66667
ratio for one-component point disorder, one cone = 1.00000
Born ratio against range: ka, Dirac scalar disorder, spinless:
  0.1  2.0050  1.0025
  1.0  2.6024  1.3573
  3.0  10.8433  7.0852
strong disc: ka = 0.01, V0 a/(hbar v) = -1
  exact/Born total cross-section = 1.4105
  exact tau_tr/tau_q = 2.00004
random potential, all orders, |T| in units of the grid energy:
  scalar: backward below 1e-11: True, sideways 0.0151
  sideways part beyond Born = 0.1816
  with sigma_z part added: backward 0.0116
finished without a failed check
```
